\section*{Choosing Crank-Nicolson or Backward Euler for an Abrupt Diffusion Couple}

\section{The decision: integrator and time step}

A diffusivity obtained from computed migration barriers, together with attempt frequencies and defect concentrations, can be passed to a continuum calculation that asks how fast a barrier layer mixes with its neighbour. That calculation needs a time integrator and a time step. The same implicit integrators can propagate orbitals in real or imaginary time, and the mode factors derived below apply there too.

The choice can decide the sign of the computed concentration gradient. Take $D=0.05\ \mathrm{nm^2/s}$, cells of width $h=0.5$ nm and a step $\Delta t=100$ s, all round model parameters. They serve to compare integrators, not to describe a particular material: cells this small approach atomic spacings, and chemical driving forces are left out. The solute initially fills the left half. After one Crank-Nicolson step the cell just left of the interface holds a fraction 0.156 and the cell just right of it holds 0.844: the profile is inverted. Backward Euler gives 0.556 and 0.444. Both methods are stable for every time step, so stability cannot be the criterion that separates them.

\section{The discrete couple}

Let $c_j$ be the concentration fraction in cell $j=1,\dots,N$, with $N$ even and $m=N/2$. Initially $c_j=1$ for $j\le m$ and $c_j=0$ otherwise. The diffusivity is constant and no solute passes the outer ends. The flux from cell $j$ to cell $j+1$ is $D(c_j-c_{j+1})/h$. Inflow minus outflow, divided by $h$, gives
\begin{equation}
\frac{dc}{dt}=-\frac{D}{h^2}Kc,\qquad (Kc)_j=2c_j-c_{j-1}-c_{j+1},
\end{equation}
with end rows $(Kc)_1=c_1-c_2$ and $(Kc)_N=c_N-c_{N-1}$. Weighting the new and old right-hand sides by $\beta$ and $1-\beta$ gives
\begin{equation}
(I+\beta rK)c^{n+1}=\bigl(I-(1-\beta)rK\bigr)c^n,\qquad r=\frac{D\Delta t}{h^2}.
\label{scheme}
\end{equation}
Backward Euler is $\beta=1$ and Crank-Nicolson is $\beta=1/2$. Every column of $K$ sums to zero, so summing \eqref{scheme} over the cells shows that both conserve the total amount of solute. In the example $r=0.05\times100/0.5^2=20$, and the runs use $N=400$ cells, a couple 200 nm long.

\section{What stability guarantees}

The vectors $v_k(j)=\cos[q_k(j-\tfrac12)]$, with $q_k=k\pi/N$ and $k=0,\dots,N-1$, are eigenvectors of $K$. In the interior, $v_k(j-1)+v_k(j+1)=2\cos q_k\,v_k(j)$. At the left end $v_k(0)=v_k(1)$, which turns the interior formula into the end row; the right end works in the same way. Hence
\begin{equation}
\mu_k=2-2\cos q_k=4\sin^2(q_k/2).
\end{equation}
One time step multiplies each mode by
\begin{equation}
G_{\rm BE}=\frac{1}{1+r\mu},\qquad
G_{\rm CN}=\frac{1-y}{1+y},\qquad y=\frac{r\mu}{2}.
\label{factors}
\end{equation}
Clearly $0<G_{\rm BE}\le1$. For Crank-Nicolson,
\begin{equation}
1-G_{\rm CN}^2=\frac{(1+y)^2-(1-y)^2}{(1+y)^2}=\frac{4y}{(1+y)^2}\ge0 .
\end{equation}
Since $K$ is symmetric, its modes are orthogonal, and $|G|\le1$ means that the root-sum-square norm of $c$ cannot grow, whatever $r$ is. That is unconditional stability. It limits the size of $G$ and says nothing about its sign.

The stiff limit separates the methods. As $r\mu\to\infty$, $G_{\rm BE}\to0$, while $G_{\rm CN}=-1+2/(1+y)\to-1$. Exact time integration of the cell equations multiplies the mode by $e^{-r\mu}$, which is positive and tiny. For the stiffest mode of the example, $\mu\simeq4$, so the factors are $1/81=0.012$ and $(1-40)/(1+40)=-0.951$. Crank-Nicolson flips this mode at each step and removes only 5\% of its amplitude.

\section{Backward Euler keeps the profile monotone}

Define the face differences $d_j=c_j-c_{j+1}$ for $j=1,\dots,N-1$, and set $d_0=d_N=0$. Then $(Kc)_j=d_j-d_{j-1}$, including the end rows, and subtracting the expression for cell $j+1$ gives
\begin{equation}
(Kc)_j-(Kc)_{j+1}=2d_j-d_{j-1}-d_{j+1}\equiv(Ld)_j .
\end{equation}
The differences therefore obey \eqref{scheme} with $L$ in place of $K$. With a prime for the new time, backward Euler reads
\begin{equation}
(1+2r)d'_j=d_j+r(d'_{j-1}+d'_{j+1}).
\end{equation}
Let all old $d_j\ge0$, and suppose that the smallest new value, at face $j$, were negative. Its neighbours, including the zeros beyond the ends, are not smaller, so $(1+2r)d'_j\ge d_j+2rd'_j$. This gives $d'_j\ge d_j\ge0$, a contradiction. A profile that falls from left to right keeps doing so for every $r$.

The argument survives a diffusivity $D_j>0$ that varies from face to face, provided it is held fixed during the step. With $w_j=D_jd'_j$ the equation is $w_j/D_j+(\Delta t/h^2)(Lw)_j=d_j$. At a negative minimum of $w$ both terms on the left would be at most zero and the first would be negative, while the right side is not.

\section{The sharp limit for Crank-Nicolson}

Put $s=r/2$. Because $I-sL=2I-(I+sL)$, a Crank-Nicolson step is
\begin{equation}
d'=Ad,\qquad A=2(I+sL)^{-1}-I .
\label{A}
\end{equation}
Consider an unbounded couple, which describes the real one while the diffusion zone is far from the ends. The inverse has entries $g_{|j-l|}$ that satisfy
\begin{equation}
(1+2s)g_j-s(g_{j-1}+g_{j+1})=\begin{cases}1,&j=0\\0,&j\ne0.\end{cases}
\end{equation}
Insert $g_j=g_0\rho^{|j|}$. Away from $j=0$ this requires $s\rho^2-(1+2s)\rho+s=0$. The two roots have product 1, and the decaying one is
\begin{equation}
\rho=\frac{1+2s-\sqrt{1+4s}}{2s},
\end{equation}
where $(1+2s)^2-4s^2=1+4s$ was used. At $j=0$, $g_0(1+2s-2s\rho)=g_0\sqrt{1+4s}=1$, so $g_0=1/\sqrt{1+4s}$.

All off-diagonal entries of $A$ are positive. Its diagonal entry is
\begin{equation}
a=\frac{2}{\sqrt{1+2r}}-1,
\label{a}
\end{equation}
which is nonnegative if and only if $1+2r\le4$, that is,
\begin{equation}
r\le\frac32,\qquad\text{or}\qquad \Delta t\le\frac{3h^2}{2D}.
\label{limit}
\end{equation}
Below the limit, $A$ has no negative entry and monotone data stay monotone at every step. Above it, the abrupt couple is itself a counterexample: its initial $d$ is 1 at the interface and 0 elsewhere, so its interface difference after one step is $a<0$. In the example the limit is 7.5 s. At 100 s, $a=2/\sqrt{41}-1=-0.688$. Backward Euler needs the same inverse with $s=r$, which gives $1/\sqrt{1+4r}=1/9=0.111$.

Close to an outer end the inverse differs from the unbounded one, and \eqref{limit} is not guaranteed for data with a jump there. A sufficient condition that includes the ends is $r\le1$. The diagonal of $I-sL$ is then $1-r\ge0$, its other entries are nonnegative, and the argument of the previous section shows that $(I+sL)^{-1}$ preserves nonnegative data.

\subsection{Why a bounds check misses the fault}

The initial couple is antisymmetric about $c=1/2$, and the scheme preserves this, so the two interface cells always add to 1. After one step they hold $(1\pm a)/2$, which lies between 0 and 1 although the order is wrong. Throughout the 120-step Crank-Nicolson run the concentration stays between 0 and 1. A check for negative or excessive concentrations would therefore report nothing.

A thin marker layer behaves differently. On the unbounded lattice $c$ obeys the same equation as $d$, so a layer of one cell with $c=1$ becomes $a=-0.688$ in its own cell after one step, a negative concentration.

\subsection{Transferred amount and interface gradient}

Summing \eqref{scheme} over the right half leaves only the interface flux. The amount per unit area that crosses in the first step, in units of the initial concentration, is
\begin{equation}
M=\frac{D\Delta t}{h}\left[\beta d'_m+(1-\beta)d_m\right],\qquad d_m=1 .
\end{equation}
With $D\Delta t/h=10$ nm, backward Euler gives $10/9=1.11$ nm. For Crank-Nicolson the bracket is $(1+a)/2=1/\sqrt{1+2r}$, so $M=10/\sqrt{41}=1.56$ nm. The continuum solution is $c=\tfrac12\operatorname{erfc}(x/\sqrt{4Dt})$, with $x$ measured from the interface. Its interface flux is $D/\sqrt{4\pi Dt}$, and integration over the step gives $\sqrt{D\Delta t/\pi}=1.26$ nm. Relative to this value, Crank-Nicolson transfers 24\% too much and backward Euler 12\% too little.

Crank-Nicolson thus moves solute in the right direction during the first step, but far enough to leave a reversed gradient. A velocity taken proportional to the difference across the interface at the end of the step would therefore have the wrong sign. The one-sided differences within each half still have the right sign after this step.

\section{Which modes cause the reversal}

For $k\ge1$ the squared norm of $v_k$ is $N/2$. The coefficient of $v_k$ in the initial step follows from $2\sin(q/2)\cos[q(j-\tfrac12)]=\sin(qj)-\sin[q(j-1)]$, whose sum over $j=1,\dots,m$ telescopes to $\sin(qm)$:
\begin{equation}
b_k=\frac{2}{N}\,\frac{\sin(k\pi/2)}{2\sin(q_k/2)} .
\end{equation}
The interface difference of the mode itself is $v_k(m)-v_k(m+1)=2\sin(k\pi/2)\sin(q_k/2)$. The product is $(2/N)\sin^2(k\pi/2)$, which equals $2/N$ for odd $k$ and zero for even $k$. After $n$ steps the interface difference is therefore
\begin{equation}
\delta_n=\frac2N\sum_{k\ \rm odd}G_k^n\;\longrightarrow\;\frac1\pi\int_0^\pi G(q)^n\,dq ,
\label{average}
\end{equation}
where the arrow denotes the unbounded couple. The jump is shared equally among all odd modes, which is why a discontinuity excites the stiff ones so strongly.

By \eqref{factors}, $G_{\rm CN}<0$ when $r\mu>2$. At $r=20$ these modes carry 90\% of the initial jump. If they are removed from the initial data, the sum contains only positive terms and the interface difference cannot change sign; a test over 120 steps confirms this. The removal identifies the cause but is not a remedy: the truncated initial profile has ripples, so differences at other faces are negative from the start.

\section{How long the oscillation lasts}

For $r\gg1$ and $n\gg1$ the integral in \eqref{average} has two separate contributions, because modes with $y$ near 1 have small $|G|$ and drop out of $G^n$. Long waves have $y\simeq rq^2/2\ll1$ and $G^n\simeq e^{-nrq^2}$, which contributes
\begin{equation}
\frac1\pi\int_0^\infty e^{-nrq^2}dq=\frac1{\sqrt{4\pi nr}} .
\end{equation}
This is the physical interface difference. Stiff waves have $y\gg1$, and to leading order in $1/y$, $G^n\simeq(-1)^ne^{-2n/y}$ with $2/y=1/[r\sin^2(q/2)]$. Let $\alpha=n/r$ and $t=\cot(q/2)$, so that $1/\sin^2(q/2)=1+t^2$ and $dq=-2\,dt/(1+t^2)$. The stiff contribution is $(-1)^nS(\alpha)$ with
\begin{equation}
S(\alpha)=\frac2\pi\int_0^\infty\frac{e^{-\alpha(1+t^2)}}{1+t^2}\,dt .
\end{equation}
Here $S(0)=1$, and differentiation cancels the denominator:
\begin{equation}
\frac{dS}{d\alpha}=-\frac2\pi e^{-\alpha}\,\frac12\sqrt{\frac\pi\alpha}=-\frac{e^{-\alpha}}{\sqrt{\pi\alpha}} .
\end{equation}
The function $\operatorname{erfc}\sqrt\alpha$ has the same derivative and the same value at zero. Therefore
\begin{equation}
\delta_n\simeq\frac1{\sqrt{4\pi nr}}+(-1)^n\operatorname{erfc}\sqrt{n/r}.
\label{law}
\end{equation}
At $r=20$ and $n=11$ this gives $-0.2752$, against $-0.2750$ from the matrix evolution. Over 120 steps, including the first few, where $n\gg1$ does not hold and the agreement is only a numerical finding, the two agree within 0.01, and within 0.001 from step 10 on.

The interface difference is reversed at odd steps until the two terms are equal; differences at other faces can be reversed too; at $r=20$ this happens at every even step up to 66 and at some odd steps from 21 on. For $n\gg r$, $\operatorname{erfc}\sqrt{n/r}\simeq e^{-n/r}\sqrt{r/(\pi n)}$, and its ratio to the first term is $2re^{-n/r}$. Setting this to 1 gives
\begin{equation}
n_*\simeq r\ln(2r),\qquad t_*\simeq\frac{D\Delta t^2}{h^2}\ln\frac{2D\Delta t}{h^2}.
\label{end}
\end{equation}
For $r=20$ the estimate is 74 steps. Equating the full terms of \eqref{law} gives 71.6, and the last reversed step is 71. At fixed $\Delta t=100$ s, changing the cell width gives

\begin{center}
\begin{tabular}{cccc}
$h$ (nm) & $r$ & $\delta_1$ & last reversal (s)\\
1.00 & 5 & $-0.397$ & 900\\
0.50 & 20 & $-0.688$ & 7100\\
0.25 & 80 & $-0.842$ & 39900
\end{tabular}
\end{center}

Refining the mesh alone makes the fault larger and longer-lived. Halving $\Delta t$ at fixed $h$ shortens $t_*$ by a factor of four, apart from the logarithm.

\section{Accuracy and a damped start}

For a smooth mode $x=r\mu$ is small, and expansion of the factors gives
\begin{align}
G_{\rm BE}-e^{-x}&=\tfrac12x^2+O(x^3),\\
G_{\rm CN}-e^{-x}&=-\tfrac1{12}x^3+O(x^4).
\end{align}
The number of steps to a fixed time grows as $1/\Delta t$, so the accumulated errors are of first and second order in $\Delta t$. For a slow cosine profile, halving $\Delta t$ reduces them by factors of 1.96 and 4.00.

For the abrupt couple this ranking is reversed until the stiff remainder has fallen below the backward Euler error. In the example this first happens at step 103, well after the last reversed step, 71. After 40 steps (4000 s, or 1.11 h) the largest error in $c$, on a scale where the initial jump is 1, is 0.0017 for backward Euler and 0.023 for Crank-Nicolson. The latter is the stiff remainder: the interface difference is 0.0554, the physical term in \eqref{law} is $1/\sqrt{800\times4\pi}=0.0100$, and the excess of about 0.045 is shared equally by the two interface cells.

Replacing the first two Crank-Nicolson steps by four backward Euler half-steps cures this. The half-steps multiply each mode by $(1+r\mu/2)^{-4}$, about $4\times10^{-7}$ for the stiffest one. For smooth modes each half-step has an error $\tfrac12(x/2)^2$. The four together contribute about $x^2/2$ once, not at every step, so second order is retained. The half-step matrix $I+(r/2)K$ is also the Crank-Nicolson matrix, so one factorization serves both. In the example the error falls to $5\times10^{-5}$, of which about $2\times10^{-5}$ is the spatial error of the cells and $3\times10^{-5}$ the time error, and the most negative face difference, about $-10^{-15}$, is of rounding size. This is a result for one run, not a proof of monotonicity for every $r$. In short couples small reversals do appear: about $-10^{-7}$ for 20 cells at $r=20$ and $-2\times10^{-6}$ for 40 cells at $r=200$.

\section{Guidance for the setting}

\begin{enumerate}
\item Compute $r=D\Delta t/h^2$ with the largest $D$ and the smallest $h$ before choosing the integrator. The limits $r\le1$ and $r\le3/2$ were derived for constant $D$ and equal cells; elsewhere they are only a guide.
\item If $r\le1$, use Crank-Nicolson directly. If the jump is far from the ends, $r\le3/2$ suffices.
\item If $r$ is larger and the data are abrupt, start Crank-Nicolson with four backward Euler half-steps. Repeat them whenever a new discontinuity is introduced, since it excites the stiff modes again.
\item If an initially monotone profile must stay monotone at every step, use backward Euler and control its first-order error by halving $\Delta t$. For a profile that is not monotone, the sign of a local gradient can still be wrong when the step is large.
\item Monitor face differences as well as concentration bounds.
\end{enumerate}

For orbital propagation with a Hamiltonian held fixed, replace $x=r\mu$ by $\varepsilon\Delta\tau$ in imaginary time, where $\varepsilon\ge0$ is an energy above the chosen zero, in atomic units. The factors \eqref{factors} are unchanged, so Crank-Nicolson with a large step hardly damps high-energy components, and backward Euler does. With renormalization the state of largest $|G|$ survives; for Crank-Nicolson the highest state outlasts the lowest when $\varepsilon_{\min}\varepsilon_{\max}\Delta\tau^2>4$. In real time $x=i\varepsilon\Delta t$. Then $|G_{\rm CN}|=|1-x/2|/|1+x/2|=1$, which conserves the norm as quantum mechanics requires, whereas $|G_{\rm BE}|=1/\sqrt{1+\varepsilon^2\Delta t^2}$ loses it. The lack of damping that spoils an abrupt diffusion profile is what real-time propagation needs.

The numerical output lists the first-step profiles and the later interface differences.

\section*{Computed values}
\begin{verbatim}
diffusivity D = 0.050 nm^2/s
cell width h = 0.500 nm, cells = 400, length = 200.0 nm
time step dt = 100.0 s, ratio r = 20.000 (dimensionless)
CN threshold found numerically: r = 1.500000
largest dt below CN threshold = 7.500 s
stiffest mode: BE factor = 0.01235
stiffest mode: CN factor = -0.95122
share of initial jump in modes with negative CN factor = 0.9000
first step, cell centre (nm), c from BE, c from CN:
   -1.25  0.71556  0.55052
   -0.75  0.64444  0.38414
   -0.25  0.55556  0.15617
    0.25  0.44444  0.84383
    0.75  0.35556  0.61586
    1.25  0.28444  0.44948
one-cell layer after one CN step: c = -0.68765
amount crossed in first step, BE = 1.11111 nm
amount crossed in first step, CN = 1.56174 nm
amount crossed in first step, continuum = 1.26157 nm
step, interface difference from BE, from CN, CN large-r law:
    1  0.11111  -0.68765  -0.68875
    2  0.05624  +0.69527  +0.69932
    3  0.04202  -0.54644  -0.54746
   10  0.02074  +0.33693  +0.33726
   11  0.01971  -0.27500  -0.27525
   40  0.01007  +0.05544  +0.05547
   41  0.00994  -0.03300  -0.03303
   71  0.00753  -0.00021  -0.00022
  101  0.00630  +0.00480  +0.00479
lowest c in CN run of 120 steps = 0.000e+00
highest c in CN run of 120 steps = 1.000000
h (nm), r, first CN difference, last reversed step, predicted end, last reversed time (s):
  1.000    5.00  -0.39698     9    10.70  900
  0.500   20.00  -0.68765    71    71.60  7100
  0.250   80.00  -0.84238   399   399.40  39900
time after 40 steps = 4000 s = 1.111 h
largest error in c at that time, BE = 1.742e-03
largest error in c at that time, CN = 2.273e-02
largest error in c at that time, damped-start CN = 4.950e-05
most negative face difference, damped-start CN = -8.882e-16
smooth data, error ratio on halving dt, BE = 1.960
smooth data, error ratio on halving dt, CN = 4.003
\end{verbatim}
